Fringe visibility of two unequal, partially coherent beams in interference lithography

**Problem**

Two linearly polarized laser beams cross at a resist film and print a line grating. Their intensities have the ratio 4, and the modulus of their complex degree of coherence is 0.8. Their polarizations are identical, in the sense that their electric field vectors are parallel in the resist.

(a) Derive the fringe visibility and calculate it.

(b) The beams come from one ArF excimer laser, with wavelength λ = 193.4 nm and a Gaussian spectrum of full width at half maximum 1.0 pm. Each beam meets the wafer at θ = 30° from the normal, one from either side. Alone, they would deliver doses of 8 and 2 mJ/cm². Find the fringe pitch, the greatest and least dose, and the path difference that reduces the degree of coherence to 0.8.

(c) What becomes of the visibility if both beams are polarized in the plane of incidence instead?

(d) How do small faults of the exposure and the diffusion of acid in the resist change the result?

**Solution**

**(a) The visibility**

Write the fields at one point of the resist as complex functions of time, E₁(t) and E₂(t). Because the field vectors are parallel, the fields add as scalars. Let angle brackets denote a time average, and define the intensities as

I₁ = ⟨|E₁|²⟩,  I₂ = ⟨|E₂|²⟩.

Constant factors are dropped, since they cancel in the visibility. The average of |E|² is the relevant quantity because it drives absorption in the resist. The total intensity is

I = ⟨(E₁ + E₂)*(E₁ + E₂)⟩
 = ⟨|E₁|²⟩ + ⟨|E₂|²⟩ + ⟨E₁*E₂⟩ + ⟨E₁E₂*⟩
 = I₁ + I₂ + 2 Re⟨E₁*E₂⟩.

The last step holds because the two cross terms are complex conjugates. The complex degree of coherence is the normalized cross term,

γ = ⟨E₁*E₂⟩/√(I₁I₂) = |γ| exp(iφ),

so that

I = I₁ + I₂ + 2√(I₁I₂) |γ| cos φ.

Along the wafer φ passes through all values from 0 to 2π, while |γ| hardly changes over one fringe; part (b) gives the size of that change. The extremes therefore lie at cos φ = ±1:

Imax = I₁ + I₂ + 2√(I₁I₂) |γ|,
Imin = I₁ + I₂ − 2√(I₁I₂) |γ|.

Their difference is 4√(I₁I₂)|γ| and their sum is 2(I₁ + I₂). Hence

V = (Imax − Imin)/(Imax + Imin) = 2√(I₁I₂) |γ|/(I₁ + I₂).

Set r = I₁/I₂. Dividing numerator and denominator by I₂ gives

V = [2√r/(1 + r)] |γ|.

With r = 4 and |γ| = 0.8,

V = (2 × 2/5) × 0.8 = 0.8 × 0.8 = 0.64.

The two factors 0.8 have different origins. The first comes from the imbalance of the beams: even perfectly coherent waves cannot cancel if their amplitudes differ. The second comes from the incomplete correlation of the fields: even equal beams cannot cancel if their relative phase fluctuates. Their equality is a coincidence of the given numbers. Balancing the beams at fixed |γ| raises V to 0.8, and so does making them fully coherent at fixed r. Only both changes together give V = 1.

Several limits test the formula. For r = 1 it reduces to V = |γ|, so the visibility of equal beams measures their coherence directly. Since 1 + r − 2√r = (1 − √r)² ≥ 0, the imbalance factor never exceeds 1, and V ≤ |γ|. Replacing r by 1/r leaves V unchanged, so it does not matter which beam is stronger. For r ≫ 1,

V ≈ 2|γ|/√r,

which falls slowly. A beam with one hundredth of the other's intensity still has one tenth of its amplitude, and at |γ| = 0.8 it produces V = (20/101) × 0.8 ≈ 0.16.

The ratio must be one of intensities. If 4 were the ratio of amplitudes, r would be 16 and V would be (8/17) × 0.8 ≈ 0.38.

The formula can also be tested without using it. A simulated random field with a Gaussian spectrum, about a million time samples long, was added to a delayed copy of itself, with intensity ratio 4 and the delay set for |γ| = 0.8. The averaged intensity, scanned over the relative phase, gave a visibility of 0.640, with a sampling scatter of about 0.001 from one random field to another.

**(b) The exposure**

Let x run along the wafer, across the fringes. Beam 1 travels towards +x and beam 2 towards −x. At x = 0 beam 2 has travelled farther by L. At position x the path of beam 1 is longer by x sin θ and that of beam 2 is shorter by the same amount, so the path difference is

ℓ(x) = L − 2x sin θ.

The phase is φ = 2πℓ/λ. One fringe corresponds to a change of ℓ by λ, so the pitch is

Λ = λ/(2 sin θ) = 193.4 nm/(2 × 0.5) = 193.4 nm.

Refraction at the flat resist surface does not alter the pitch, because it preserves the wave-vector component along the surface. It also preserves the intensity ratio here, since beams at equal angles and with equal polarization are transmitted equally.

Dose is intensity times exposure time, so the result of part (a) applies to doses directly. The interference term has the amplitude

2√(8 × 2) × 0.8 = 6.40 mJ/cm²,

and the extreme doses are

Dmax = 8 + 2 + 6.40 = 16.40 mJ/cm²,
Dmin = 8 + 2 − 6.40 = 3.60 mJ/cm².

As a check, V = (16.40 − 3.60)/(16.40 + 3.60) = 12.80/20.00 = 0.64. The dark lines thus receive 22% of the dose of the bright ones.

For the path difference, assume that the two wavefronts are overlaid without shear or inversion. Apart from a constant factor, beam 2 is then beam 1 delayed by τ = ℓ/c. With the time dependence exp(−2πiνt), the delay multiplies each frequency component by exp(2πiντ). Different frequencies do not contribute to the average of the product, so

γ(τ) = ∫S(ν) exp(2πiντ) dν,

where S is the spectrum normalized to unit area. For a Gaussian centred at ν₀, with full width Δν at half maximum,

S ∝ exp(−aδ²),  δ = ν − ν₀,  a = 4 ln 2/Δν².

Indeed, at δ = Δν/2 the exponent is −ln 2. The central frequency gives a phase factor of modulus 1. In the remaining integral, complete the square:

−aδ² + 2πiδτ = −a(δ − iπτ/a)² − π²τ²/a.

The shifted Gaussian has the same integral as the unshifted one, which the normalization cancels. Therefore

|γ| = exp(−π²τ²/a) = exp[−(πΔν ℓ/c)²/(4 ln 2)].

Setting ℓ = L, taking the logarithm and solving for L gives

L = (2c/πΔν) √[ln 2 · ln(1/|γ|)].

The linewidth in frequency is Δν = cΔλ/λ² = 8.02 GHz, so c/Δν = 37.4 mm. With ln(1/0.8) = 0.223,

L = 37.4 mm × (2/π) × √(0.693 × 0.223) = 9.36 mm.

The assumption of constant |γ| can now be judged. From one fringe to the next ℓ changes by λ, and the relative change of |γ| is about

2 ln(1/|γ|) λ/L = 2 × 0.223 × 193.4 nm/9.36 mm ≈ 9 × 10⁻⁶.

This is negligible over one fringe, but not over a whole exposed field. At x = −1 mm the path difference is 10.36 mm and V = 0.609; at x = +1 mm it is 8.36 mm and V = 0.670. In this geometry, where all frequencies cross at the same angle θ, the value 0.64 therefore belongs to the centre of the field.

**(c) The role of polarization**

If the beams have fixed real unit polarization vectors e₁ and e₂, the cross term contains their scalar product, and

V = [2√r/(1 + r)] |γ| |e₁·e₂|.

For s polarization, both fields are perpendicular to the plane of incidence. They are parallel to each other at any crossing angle, so |e₁·e₂| = 1.

For p polarization, each field lies in the plane of incidence and is perpendicular to its own beam. In components along x and along the normal,

e₁ = (cos θ, −sin θ),  e₂ = (cos θ, sin θ),
e₁·e₂ = cos²θ − sin²θ = cos 2θ.

In air cos 60° = 0.5, and the visibility falls to 0.320. Inside a resist of index 1.70 the beams are closer to the normal: sin θᵣ = 0.5/1.70 gives θᵣ = 17.10°. The visibility there is

V = 0.64 × cos 34.2° = 0.529.

This second value matters for the exposure, because the light is absorbed inside the resist. Two beams that are both called p-polarized thus fail the condition of the problem, although their labels agree. If one beam is s- and the other p-polarized, the scalar product is zero and the fringes vanish, however coherent the beams are.

**(d) Small faults and neglected effects**

In what follows one effect is introduced at a time, with all other settings held at the values of parts (a) and (b).

*Intensity ratio.* From ln V = ln 2 + ½ ln r − ln(1 + r) + ln|γ|,

d ln V/d ln r = ½ − r/(1 + r) = (1 − r)/[2(1 + r)] = −3/10.

A ratio that is 5% too high lowers V by about 1.5% of its value, to 0.6306. At r = 1 the slope is zero, so balanced beams are insensitive to small ratio errors in first order.

*Polarization tilt.* Turning the polarization of one s beam by 5° about its direction of travel gives e₁·e₂ = cos 5° in air, and V = 0.6376 there. Refraction into the resist changes this value by less than 0.001.

*Fringe drift.* Let the pattern move steadily by d during the exposure, and set K = 2π/Λ. The oscillating part of the dose becomes

(1/d) ∫ cos[K(x − u)] du = cos(Kx) sin(Kd/2)/(Kd/2),

with u running from −d/2 to d/2. The sine part of the integrand is odd in u and drops out. For d = 10 nm, Kd/2 = πd/Λ = 0.162, the factor is 0.996, and V = 0.6372.

*Acid diffusion.* In a chemically amplified resist the light releases acid, which spreads during the bake. Suppose that the acid is released in proportion to dose and that its spread is a Gaussian of rms width b. Averaging cos[K(x − u)] over this Gaussian multiplies the oscillation by

exp(−K²b²/2) = exp(−2π²b²/Λ²).

For b = 10 nm the contrast of the acid image is 0.6071. Proportional release holds only while little of the acid generator is used up. If the acid follows 1 − exp(−CD), then C = 0.02 cm²/mJ lowers the contrast to 0.602 and C = 0.04 cm²/mJ lowers it to 0.564, before any diffusion. The optical visibility remains 0.64, because the loss happens after the exposure. The exponent grows as 1/Λ²: at half the pitch and the same b, the factor of 0.949 would become 0.949⁴ ≈ 0.81. (In air that pitch would need sin θ = 1; it requires immersion or a shorter wavelength.)

*Wavefront shear.* If the wavefronts are displaced sideways by s, a component of the laser beam tilted by a small angle α acquires the extra relative phase 2πsα/λ. For independent components with a Gaussian spread of rms angle σ, the same Gaussian average gives the factor exp[−(2πsσ/λ)²/2]. With s = 20 μm and σ = 0.3 mrad, V = 0.6280. The exponent grows as σ²: the same factor gives V = 0.607 at 0.5 mrad and 0.518 at 1 mrad. A wafer height error z produces a shear 2z sin θ, here equal to z. If one wavefront is inverted relative to the other, the shear grows as 2x cos θ; at σ = 0.3 mrad, V is then 0.15 at x = 0.1 mm, and the fringes are gone by 0.3 mm.

*Substrate reflection.* Let a fraction R = 1.0% of the intensity return from the substrate, and neglect absorption and further reflections. Each beam is then multiplied by

F(z) = exp(iqz) + √R exp(−iqz),

where z is the depth, up to a shift of origin, and q is the normal wave number in the resist. The symmetric beams have the same q, hence the same F. The dose varies with depth as

|F|² = 1 + R + 2√R cos(2qz),

a swing of ±2√R/(1 + R), or about ±20% of the mean. The common factor cancels in V, which stays at 0.640 at every depth. This holds for s polarization. For p polarization the field components along x and along the normal have different depth factors, and V varies with depth between about 0.48 and 0.56. An unchanged visibility therefore does not imply a uniform dose.

*Finite averaging time.* If the light behaves as a Gaussian random field, the covariance of its intensity at two times τ apart is I²|γ(τ)|². Averaging over a time T much longer than the coherence time τc leaves a relative dose noise

√(τc/T),  τc = ∫|γ(τ)|² dτ = √(2 ln 2/π)/Δν = 82.9 ps.

The integral is again a Gaussian one. For 100 independent pulses of 30 ns, treated as rectangular, T = 3 μs and the noise of one beam is 0.53%. Fluctuations of the pulse energy would add to this.

*Photon noise.* A resist 100 nm thick with absorption coefficient 1.2 μm⁻¹ absorbs the fraction 1 − exp(−0.12) = 11.3%, if surface reflection and the slant of the beams are ignored. At the mean dose of 10 mJ/cm², a square of side 10 nm absorbs about 1100 photons on average. For Poisson statistics the relative noise is 1/√1100 = 3.0%. This is scatter from square to square, not a reduction of the average visibility.

**Comparison with a real exposure**

The wavelength is that of ArF lithography; the resist constants, total dose and pulse length are rough typical values. The linewidth of 1 pm is broader than that of production scanner lasers, which is a few tenths of a picometre or less. The path difference of 9.36 mm is deliberately large: a well-aligned interferometer can match its arms much better, and this cause of lost coherence then nearly disappears near the centre of the field. Away from the centre the path difference 2x sin θ remains if mirrors or prisms set the crossing angle. In an achromatic two-grating interferometer the gratings fix the wave-vector component along the wafer for all frequencies, and this loss across the field does not occur. With full coherence and the same intensity ratio, V would rise to 0.8.

For the fault sizes chosen here and s-polarized beams, the largest losses are the fall of coherence at x = −1 mm and the blur of the acid image, each about 5% of the central value. This order depends on the chosen sizes: with a divergence of 1 mrad the shear loss would be the largest, and saturation of acid release can match or exceed the blur. A real resist also responds nonlinearly to dose, so V describes the exposure and does not by itself give the width or wall shape of the developed lines. The computed values are collected in the numerical output below.

Table of computed values

```
Wavelength: 193.4 nm
Linewidth (FWHM): 1.0 pm = 8.02 GHz
Half-angle in air: 30.0 deg
Dose of beam 1, beam 2: 8.0, 2.0 mJ/cm2
Intensity ratio: 4.0; degree of coherence: 0.80
Imbalance factor: 0.800
Fringe pitch: 193.4 nm
Path difference for this coherence: 9.36 mm
Interference term, amplitude: 6.40 mJ/cm2
Greatest dose, scan: 16.40 mJ/cm2
Least dose, scan: 3.60 mJ/cm2
Visibility, formula: 0.6400
Visibility, spectral scan: 0.6400
Visibility, random field in time: 0.640
Visibility, equal beams, same coherence: 0.800
Visibility, ratio kept, full coherence: 0.800
Visibility, p-p in air: 0.320
Resist index: 1.70; half-angle in resist: 17.10 deg
Visibility, p-p in resist: 0.529
Visibility, s-p: 0.000
Visibility, one s beam turned 5 deg: 0.6376
Slope d ln V / d ln r: -0.300
Visibility, ratio 5% too high: 0.6306
Visibility at x = -1 mm: 0.609
Visibility at x = +1 mm: 0.670
Visibility, fringe drift 10 nm: 0.6372
Shear: 20 um; rms divergence: 0.3 mrad
Visibility with this shear: 0.6280
Latent-image contrast, acid blur 10 nm rms: 0.6071
Substrate reflectance: 1.0 %
Dose swing with depth, +/-: 20 % of mean
Visibility over depth, least and greatest: 0.640, 0.640
Coherence time: 82.9 ps
Pulse length: 30 ns; pulses: 100
Dose noise of one beam, finite averaging: 0.53 %
Resist absorption: 1.2 /um; thickness: 100 nm
Absorbed fraction: 11.3 %
Absorbed photons in 10 nm square, mean dose: 1101
Photon noise in that square: 3.0 %
```
